# Heat conductance of a narrow dielectric beam with four open phonon modes: verification in Python

```python
# Result under test: an insulating beam with four gapless, fully transmitting
# phonon modes has thermal conductance G = 4*pi*kB^2*T/(6*hbar), which is
# near 0.38 pW/K at T = 0.1 K.
# Symbols: q wavenumber (1/nm), omega angular frequency (rad/ps),
# kB Boltzmann constant, hbar reduced Planck constant, T temperature (K).
# Elastic constants in GPa and density in g/cm^3 give speeds in nm/ps.
import numpy as np
from numpy.polynomial import legendre
from scipy import constants
from scipy.integrate import quad
from scipy.linalg import eigh, solve_banded

kB_eV = constants.k / constants.e
hbar_eV = constants.hbar / constants.e
T = 0.1
kT = kB_eV * T

# Rough typical values for germanium, beam axis x along a cube axis.
c11, c12, c44, density = 130.0, 49.0, 68.0, 5.3
width, thickness, length = 80.0, 50.0, 1000.0


def thermal_window(x):
    """x^2 exp(x)/(exp(x)-1)^2, written without overflow."""
    half = np.clip(np.asarray(x, dtype=float) / 2, 1e-9, 300)
    return (half / np.sinh(half)) ** 2


def thermal_frequency(temperature):
    """kB*T/hbar in rad/ps."""
    return kB_eV * temperature / hbar_eV * 1e-12


# ---- Elastic waves of a free rectangular beam, orthonormal polynomials ----
n_poly = 8
nodes, weights = legendre.leggauss(n_poly + 2)
norms = np.sqrt((2 * np.arange(n_poly) + 1) / 2)
values = legendre.legvander(nodes, n_poly - 1) * norms
slopes = np.array([legendre.legval(nodes, legendre.legder(row))
                   for row in np.eye(n_poly)]).T * norms
derivative = values.T @ (weights[:, None] * slopes)
one = np.eye(n_poly)
Dy = np.kron(derivative * 2 / width, one)
Dz = np.kron(one, derivative * 2 / thickness)
I = np.eye(n_poly ** 2)
O = np.zeros_like(I)
# Strain order: xx, yy, zz, yz, xz, xy; x-derivative is i*q.
B0 = np.block([[O, O, O], [O, Dy, O], [O, O, Dz],
               [O, Dz, Dy], [Dz, O, O], [Dy, O, O]])
B1 = np.block([[I, O, O], [O, O, O], [O, O, O],
               [O, O, O], [O, O, I], [O, I, O]])
stiffness = np.diag([c11 - c12] * 3 + [c44] * 3)
stiffness[:3, :3] += c12
C = np.kron(stiffness / density, I)
K0 = B0.T @ C @ B0
cross = B0.T @ C @ B1
K1 = 1j * (cross - cross.T)
K2 = B1.T @ C @ B1
n_bands = 16


def beam_modes(q):
    """Lowest frequencies and group velocities at wavenumber q."""
    squares, vectors = eigh(K0 + q * K1 + q ** 2 * K2,
                            subset_by_index=[0, n_bands - 1])
    omega = np.sqrt(np.maximum(squares, 1e-16))
    dK = K1 + 2 * q * K2
    velocity = np.real(np.sum(vectors.conj() * (dK @ vectors), axis=0))
    return omega, velocity / (2 * omega)


# Count the zero-frequency motions and check a cutoff known in closed form.
cutoffs = beam_modes(0.0)[0]
n_gapless = int(np.sum(cutoffs < 1e-4))
assert n_gapless == 4
shear_cutoff = np.pi * np.sqrt(c44 / density) / width
assert np.min(np.abs(cutoffs / shear_cutoff - 1)) < 1e-4

# Two branches are quadratic in q, two are linear.
omega_a = beam_modes(0.001)[0][:4]
omega_b = beam_modes(0.002)[0][:4]
exponents = np.log2(omega_b / omega_a)
assert np.allclose(exponents, [2, 2, 1, 1], atol=0.02)
young = c11 - 2 * c12 ** 2 / (c11 + c12)
c_long = np.sqrt(young / density)
assert np.min(np.abs(omega_a / 0.001 / c_long - 1)) < 1e-3

# Heat flow integrated over wavenumber with computed group velocities.
s, ws = legendre.leggauss(80)
s, ws = (s + 1) / 2, ws / 2
q_max = 0.12
q_grid, q_weights = q_max * s ** 2, 2 * q_max * s * ws
modes = [beam_modes(q) for q in q_grid]
omegas = np.array([m[0] for m in modes])
speeds = np.abs(np.array([m[1] for m in modes]))


def beam_conductance(temperature):
    """Ballistic conductance in pW/K from all computed branches."""
    window = thermal_window(omegas / thermal_frequency(temperature))
    flow = np.sum(q_weights[:, None] * speeds * window) / (2 * np.pi)
    return constants.k * flow * 1e24


def quantum_pW(temperature):
    """Derived conductance of one fully open gapless mode in pW/K."""
    return np.pi * constants.k ** 2 * temperature / (6 * constants.hbar) * 1e12


G_mode = quantum_pW(T)
G_four = 4 * G_mode
G_four_eV = 4 * np.pi * kB_eV ** 2 * T / (6 * hbar_eV)
G_beam = beam_conductance(T)
ratio_cold = beam_conductance(0.05) / (4 * quantum_pW(0.05))
excess = G_beam / G_four - 1
excess_warm = beam_conductance(0.2) / (4 * quantum_pW(0.2)) - 1
# At 0.05 K gapped modes are frozen, so only quadrature error remains.
assert abs(ratio_cold - 1) < 5e-4
assert abs(excess) < 0.01
assert excess_warm > 0.01
assert abs(G_beam - 0.38) < 0.005

# Thermal integral from its definition.
integral = quad(thermal_window, 0, 80, limit=200)[0]
assert abs(integral - np.pi ** 2 / 3) < 1e-8

# One gapped mode: integral from the cutoff against its large-gap form.
gap_eV = hbar_eV * 1e12 * cutoffs[4]
x_gap = gap_eV / kT
gap_numeric = quad(thermal_window, x_gap, x_gap + 60,
                   epsabs=1e-14)[0] / integral
gap_formula = 3 / np.pi ** 2 * (x_gap ** 2 + 2 * x_gap + 2) * np.exp(-x_gap)
assert abs(gap_numeric / gap_formula - 1) < 2e-3

# Finite temperature difference: Bose functions against G(mean T)*difference.
T_hot, T_cold = 0.11, 0.09


def net_flow(x):
    energy = x * kT
    return energy * (1 / np.expm1(energy / (kB_eV * T_hot))
                     - 1 / np.expm1(energy / (kB_eV * T_cold)))


J_eV = 4 * kT * quad(net_flow, 1e-10, 80, epsabs=1e-16,
                     limit=200)[0] / (2 * np.pi * hbar_eV)
J_fW = J_eV * constants.e * 1e15
assert abs(J_fW / (G_four * (T_hot - T_cold) * 1e3) - 1) < 1e-6

# ---- Longitudinal mode with sudden widening at both ends ----
area_ratio = 4.0
R = ((area_ratio - 1) / (area_ratio + 1)) ** 2


def transmission_formula(omega):
    phase = omega * length / c_long
    return (1 - R) ** 2 / ((1 - R) ** 2 + 4 * R * np.sin(phase) ** 2)


def transmission_green(omega, spacing=2.5):
    """Green function of a mass-and-spring chain with infinite wide leads."""
    n_beam = int(round(length / spacing))
    area = np.r_[[area_ratio] * 4, np.ones(n_beam), [area_ratio] * 4]
    spring, mass = area * c_long ** 2 / spacing, area * spacing
    diagonal = (spring[:-1] + spring[1:]
                - omega ** 2 * (mass[:-1] + mass[1:]) / 2).astype(complex)
    theta = np.arccos(1 - omega ** 2 * mass[0] / (2 * spring[0]))
    diagonal[[0, -1]] -= spring[0] * np.exp(1j * theta)
    bands = np.zeros((3, len(diagonal)), dtype=complex)
    bands[0, 1:] = -spring[1:-1]
    bands[1] = diagonal
    bands[2, :-1] = -spring[1:-1]
    source = np.zeros(len(diagonal), dtype=complex)
    source[0] = 1
    response = solve_banded((1, 1), bands, source)[-1]
    return (2 * spring[0] * np.sin(theta)) ** 2 * abs(response) ** 2


# Tolerance covers the phase error of the finite chain spacing.
for omega in np.linspace(0.001, 0.05, 25):
    assert abs(transmission_green(omega) - transmission_formula(omega)) < 5e-3

omega_T = thermal_frequency(T)
mean_transmission = quad(
    lambda x: thermal_window(x) * transmission_formula(x * omega_T),
    0, 50, limit=1000)[0] / integral
assert 0 < mean_transmission < 1
G_step = G_mode * (3 + mean_transmission)
wavelength = 2 * np.pi * c_long / (3 * omega_T)
assert wavelength > 2 * (2 * width)

donor_eV = 0.01  # rough binding energy of a shallow donor in germanium
donor_exponent = donor_eV / (2 * kT)
assert donor_exponent > 100

print(f"Temperature: {T:.2f} K")
print(f"Boltzmann constant: {kB_eV:.5e} eV/K")
print(f"Reduced Planck constant: {hbar_eV:.5e} eV s")
print(f"Thermal energy kB*T: {kT:.4e} eV")
print(f"Thermal integral by quadrature: {integral:.6f} (no unit)")
print(f"Conductance of one open mode: {G_mode:.5f} pW/K")
print(f"Conductance of four open modes: {G_four:.4f} pW/K")
print(f"Same, four open modes: {G_four_eV:.4e} eV/(s K)")
print(f"Ge elastic constant c11, rough input: {c11:.0f} GPa")
print(f"Ge elastic constant c12, rough input: {c12:.0f} GPa")
print(f"Ge elastic constant c44, rough input: {c44:.0f} GPa")
print(f"Ge density, rough input: {density:.1f} g/cm^3")
print(f"Beam width: {width:.0f} nm")
print(f"Beam thickness: {thickness:.0f} nm")
print(f"Beam length: {length:.0f} nm")
print(f"Zero-frequency motions at q=0: {n_gapless} (count)")
print("Powers of q, four lowest branches: "
      + ", ".join(f"{p:.3f}" for p in exponents) + " (no unit)")
print(f"Longitudinal speed in the beam: {c_long:.2f} nm/ps")
print(f"Lowest gapped mode at q=0: {gap_eV:.3e} eV")
print(f"That gap divided by kB*T: {x_gap:.2f} (no unit)")
print(f"One such gapped mode adds: {gap_numeric:.2e} quanta")
print(f"Beam conductance from all branches: {G_beam:.4f} pW/K")
print(f"Beam / four quanta at 0.05 K: {ratio_cold:.5f} (no unit)")
print(f"Excess over four quanta at 0.1 K: {100 * excess:.2f} percent")
print(f"Excess over four quanta at 0.2 K: {100 * excess_warm:.1f} percent")
print(f"Hot reservoir in finite-difference case: {T_hot:.2f} K")
print(f"Cold reservoir in finite-difference case: {T_cold:.2f} K")
print(f"Heat current of four modes in that case: {J_fW:.3f} fW")
print(f"Area ratio at sudden ends: {area_ratio:.0f} (no unit)")
print(f"Reflection at one sudden end: {R:.3f} (no unit)")
print(f"Longitudinal wavelength at 3 kB*T: {wavelength:.0f} nm")
print(f"Mean longitudinal transmission: {mean_transmission:.3f} (no unit)")
print(f"Conductance with that one mode reduced: {G_step:.3f} pW/K")
print(f"Shallow donor binding, rough input: {donor_eV:.2f} eV")
print(f"Donor binding / (2 kB*T): {donor_exponent:.0f} (no unit)")
print("verified")
```

Running it gives:

```
Temperature: 0.10 K
Boltzmann constant: 8.61733e-05 eV/K
Reduced Planck constant: 6.58212e-16 eV s
Thermal energy kB*T: 8.6173e-06 eV
Thermal integral by quadrature: 3.289868 (no unit)
Conductance of one open mode: 0.09464 pW/K
Conductance of four open modes: 0.3786 pW/K
Same, four open modes: 2.3629e+06 eV/(s K)
Ge elastic constant c11, rough input: 130 GPa
Ge elastic constant c12, rough input: 49 GPa
Ge elastic constant c44, rough input: 68 GPa
Ge density, rough input: 5.3 g/cm^3
Beam width: 80 nm
Beam thickness: 50 nm
Beam length: 1000 nm
Zero-frequency motions at q=0: 4 (count)
Powers of q, four lowest branches: 1.999, 1.997, 1.000, 1.000 (no unit)
Longitudinal speed in the beam: 4.41 nm/ps
Lowest gapped mode at q=0: 8.864e-05 eV
That gap divided by kB*T: 10.29 (no unit)
One such gapped mode adds: 1.33e-03 quanta
Beam conductance from all branches: 0.3788 pW/K
Beam / four quanta at 0.05 K: 1.00000 (no unit)
Excess over four quanta at 0.1 K: 0.06 percent
Excess over four quanta at 0.2 K: 4.5 percent
Hot reservoir in finite-difference case: 0.11 K
Cold reservoir in finite-difference case: 0.09 K
Heat current of four modes in that case: 7.571 fW
Area ratio at sudden ends: 4 (no unit)
Reflection at one sudden end: 0.360 (no unit)
Longitudinal wavelength at 3 kB*T: 706 nm
Mean longitudinal transmission: 0.471 (no unit)
Conductance with that one mode reduced: 0.328 pW/K
Shallow donor binding, rough input: 0.01 eV
Donor binding / (2 kB*T): 580 (no unit)
verified
```
